**Multiple-quantum second moment and commutator norm**

For N spins 1/2 with ρ = U I_z U†, the program tests M₂ = Σ n² I_n = ‖[U†I_zU, I_z]‖²/‖I_z‖², where I_n is the share of Tr ρ² in coherence order n. It simulates the phase-cycled echo and asserts that the Fourier-transformed moment equals the commutator norm, both for an eight-proton cluster, where the reversal is made by rotating the Hamiltonian, and for a random unitary on four spins, where U† is applied directly. It also asserts the τ⁴ coefficient of the short-time series, the τ⁸ onset of four-quantum intensity, the bound M₂ ≤ ⟨w²⟩ (w is the number of spins an operator product acts on), and the closed formula for nearest-neighbour chains. For imperfect reversal it asserts that the measured moment is an overlap of two commutators. In the cluster, M₂ rises to 2.79 at 20 µs, dips to 2.29 at 30 µs and reaches 3.70 at 100 µs, while the mean operator size grows at every listed time. The late-time mean is 4.45, above the even-spread estimate of 4. In the eight-spin chain M₂ stays below 4 although the operator size increases, so M₂ alone does not count correlated spins.

## Numerical verification

```python
"""Second moment of multiple-quantum (MQ) intensities = commutator norm.

Result under test, for N spins 1/2, rho = U Iz U^dagger, W = U^dagger Iz U:
    M2 = sum_n n^2 I_n = ||[W, Iz]||^2 / ||Iz||^2   (Hilbert-Schmidt norm)
I_n : share of Tr(rho^2) carried by coherence order n, [Iz, rho_n] = n rho_n
d   : matrix of dipolar couplings (rad/us), tau : preparation time (us)
H   : double-quantum Hamiltonian (1/2) sum_{j<k} d_jk (I+I+ + I-I-)
Also tested: short-time series, operator-size bound, nearest-neighbour chain,
and the second moment measured when time reversal is imperfect.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm

SX = np.array([[0, 1], [1, 0]], complex) / 2
SY = np.array([[0, -1j], [1j, 0]]) / 2
SZ = np.diag([0.5, -0.5]).astype(complex)


def site_operators(single, n):
    return [np.kron(np.kron(np.eye(2**j), single), np.eye(2**(n - j - 1)))
            for j in range(n)]


def pair_sum(d, ops):
    n = len(d)
    return sum(d[j, k] * ops[j] @ ops[k]
               for j in range(n) for k in range(j + 1, n))


def iz_diagonal(n):
    return np.real(np.diag(sum(site_operators(SZ, n))))


def double_quantum(d):
    raising = 0.5 * pair_sum(d, site_operators(SX + 1j * SY, len(d)))
    return np.real(raising + raising.conj().T)


class Evolution:
    """Propagation of Iz under a real symmetric Hamiltonian."""

    def __init__(self, h):
        self.n = int(round(np.log2(len(h))))
        self.m = iz_diagonal(self.n)
        self.energy, self.vec = np.linalg.eigh(h)
        self.iz_eig = self.vec.T @ (self.m[:, None] * self.vec)
        self.order = np.rint(self.m[:, None] - self.m[None, :]).astype(int)
        self.norm = np.sum(self.m**2)

    def unitary(self, tau):
        return (self.vec * np.exp(-1j * self.energy * tau)) @ self.vec.T

    def rho(self, tau):
        phase = np.exp(-1j * self.energy * tau)
        inner = phase[:, None] * self.iz_eig * phase.conj()[None, :]
        return self.vec @ inner @ self.vec.T

    def intensities(self, tau):
        """Intensities for n = -N..N, by direct projection on orders."""
        weight = np.abs(self.rho(tau))**2 / self.norm
        return np.bincount((self.order + self.n).ravel(), weight.ravel(),
                           minlength=2 * self.n + 1)

    def moment(self, tau):
        return np.sum(np.arange(-self.n, self.n + 1)**2
                      * self.intensities(tau))


def commutator_moment(u, m):
    iz = np.diag(m)
    w = u.conj().T @ iz @ u
    return np.linalg.norm(w @ iz - iz @ w)**2 / np.sum(m**2)


def echo_spectrum(u_forward, u_backward, m, n):
    """Simulated phase-cycled experiment, Fourier transformed over phase."""
    iz = np.diag(m)
    rho = u_forward @ iz @ u_forward.conj().T
    phases = 2 * np.pi * np.arange(2 * n + 2) / (2 * n + 2)
    signal = []
    for phi in phases:
        r = np.exp(-1j * phi * m)
        shifted = r[:, None] * rho * r.conj()[None, :]
        final = u_backward @ shifted @ u_backward.conj().T
        signal.append(np.sum(m * np.diag(final)) / np.sum(m**2))
    orders = np.arange(-n, n + 1)
    spectrum = np.exp(1j * np.outer(orders, phases)) @ signal / len(phases)
    return orders, spectrum, np.real(signal[0])


def size_distribution(rho, n):
    """Share of Tr(rho^2) in Pauli products that act on w = 0..n spins."""
    axes = [a for j in range(n) for a in (j, n + j)]
    t = rho.reshape((2,) * (2 * n)).transpose(axes).reshape((4,) * n)
    paulis = [np.eye(2), 2 * SX, 2 * SY, 2 * SZ]
    change = np.array([p.T.reshape(4) for p in paulis]) / np.sqrt(2)
    for _ in range(n):
        t = np.tensordot(t, change, axes=([0], [1]))
    size = np.sum(np.indices((4,) * n) != 0, axis=0)
    share = np.bincount(size.ravel(), np.abs(t.ravel())**2, minlength=n + 1)
    return share / np.sum(np.abs(rho)**2)


# ---- model cluster: eight protons, field along z ----
xyz = np.array([[0, 0, 0], [2.0, 0.5, 0], [0.5, 2.5, 0.5], [2.5, 2.5, 1.0],
                [0, 0.5, 2.5], [2.5, 0, 2.0], [0.5, 3.0, 3.0],
                [3.0, 2.0, 3.0]])
N = len(xyz)
gamma = const.physical_constants['proton gyromag. ratio'][0]
unit_coupling = const.mu_0 / (4 * np.pi) * gamma**2 * const.hbar / 1e-30 / 1e6
d = np.zeros((N, N))
distances = []
for j in range(N):
    for k in range(j + 1, N):
        v = xyz[k] - xyz[j]
        r = np.linalg.norm(v)
        distances.append(r)
        p2 = (3 * (v[2] / r)**2 - 1) / 2
        d[j, k] = d[k, j] = -unit_coupling * p2 / r**3
to_khz = 1e3 / (2 * np.pi)

print("Proton positions x y z (angstrom):")
for j in range(N):
    print(f"  spin {j+1}: " + " ".join(f"{c:4.1f}" for c in xyz[j]))
print(f"Shortest, longest distance: {min(distances):.3f}, "
      f"{max(distances):.3f} angstrom")
print(f"Coupling constant at 1 angstrom / 2pi: {unit_coupling*to_khz:.3f} kHz")
print("Couplings d_jk/2pi (kHz), k = j+1..8:")
for j in range(N - 1):
    print(f"  j={j+1}: " + " ".join(f"{c*to_khz:8.3f}" for c in d[j, j+1:]))

# ---- Hamiltonians: average over toggling frames, and sign reversal ----
xx, yy, zz = (pair_sum(d, site_operators(s, N)) for s in (SX, SY, SZ))
iso = xx + yy + zz
h_x, h_z = 3 * xx - iso, np.real(3 * zz - iso)
h = double_quantum(d)
assert np.allclose((2 * h_x + h_z) / 3, h, atol=1e-12)
cluster = Evolution(h)
m = cluster.m
quarter = np.exp(-1j * np.pi / 2 * m)
h_rotated = quarter[:, None] * h * quarter.conj()[None, :]
assert np.allclose(h_rotated, -h, atol=1e-12)

# ---- secular Hamiltonian: no growth from Iz ----
assert Evolution(h_z).moment(50.0) < 1e-20

# ---- main identity: simulated echo against commutator norm ----
tau0 = 20.0
u0 = cluster.unitary(tau0)
orders, spec, s0 = echo_spectrum(u0, expm(-1j * h_rotated * tau0), m, N)
m2_echo = np.sum(orders**2 * spec.real)
m2_comm = commutator_moment(u0, m)
assert abs(s0 - 1) < 1e-9
assert np.allclose(spec, cluster.intensities(tau0), atol=1e-9)
assert abs(m2_echo - m2_comm) < 1e-8
iz = np.diag(m)
w = u0.conj().T @ iz @ u0
ordered = 2 * np.trace(w @ w @ iz @ iz).real / cluster.norm
out_of_order = 2 * np.trace(w @ iz @ w @ iz).real / cluster.norm
assert abs(ordered - out_of_order - m2_echo) < 1e-8

# ---- same identity for a random unitary on four spins ----
rng = np.random.default_rng(7)
g = rng.normal(size=(16, 16)) + 1j * rng.normal(size=(16, 16))
u_rand = np.linalg.qr(g)[0]
m4 = iz_diagonal(4)
o4, s4, _ = echo_spectrum(u_rand, u_rand.conj().T, m4, 4)
assert abs(np.sum(o4**2 * s4.real) - commutator_moment(u_rand, m4)) < 1e-10
assert s4.real[o4 == 1][0] > 1e-3

print(f"At tau = {tau0:.0f} us: M2 from echo {m2_echo:.6f}, "
      f"from commutator {m2_comm:.6f}")
print(f"  2Tr(WWVV)/Tr(VV) = {ordered:.6f}, "
      f"2Tr(WVWV)/Tr(VV) = {out_of_order:.6f}")

# ---- short-time series ----
s_k, q_k = np.sum(d**2, axis=1), np.sum(d**4, axis=1)
a2 = 4 / N * np.sum(s_k)
a4 = 4 / (3 * N) * np.sum(2 * s_k**2 - q_k)


def quartic_estimate(t):
    return (a2 * t**2 - cluster.moment(t)) / t**4


ts = 0.1 / np.sqrt(a2)
a4_numeric = (4 * quartic_estimate(ts / 2) - quartic_estimate(ts)) / 3
assert abs(a4_numeric / a4 - 1) < 1e-3
i4 = [cluster.intensities(t)[N + 4] for t in (ts / 2, ts / 4)]
onset = np.log2(i4[0] / i4[1])
assert abs(onset - 8) < 0.05
print(f"Series M2 = a2 tau^2 - a4 tau^4: a2 = {a2:.6e} us^-2, "
      f"a4 = {a4:.6e} us^-4")
print(f"  a4 from propagation: {a4_numeric:.6e} us^-4; "
      f"1/sqrt(a2) = {1/np.sqrt(a2):.3f} us")
print(f"  onset exponent of four-quantum intensity: {onset:.3f}")

# ---- growth table ----
times = [2, 5, 10, 15, 20, 30, 40, 60, 100]
rows = []
print("tau(us)  M2      series    exponent  <w>    <w^2>   (no unit)")
for t in times:
    inten = cluster.intensities(t)
    m2 = cluster.moment(t)
    slope = np.log(cluster.moment(1.01 * t) / cluster.moment(0.99 * t)) \
        / np.log(1.01 / 0.99)
    p_w = size_distribution(cluster.rho(t), N)
    sizes = np.arange(N + 1)
    w1, w2 = p_w @ sizes, p_w @ sizes**2
    assert abs(p_w.sum() - 1) < 1e-10 and m2 <= w2 + 1e-10
    for q in range(1, N + 1):
        assert inten[np.abs(orders) >= q].sum() <= p_w[q:].sum() + 1e-10
    print(f"{t:5d} {m2:9.5f} {a2*t**2 - a4*t**4:11.5f} {slope:8.3f} "
          f"{w1:7.3f} {w2:8.3f}")
    rows.append([inten[np.abs(orders) == q].sum() for q in (0, 2, 4, 6, 8)])
print("tau(us)  intensity in |n| = 0, 2, 4, 6, 8 (both signs summed)")
for t, row in zip(times, rows):
    print(f"{t:5d}   " + " ".join(f"{x:9.6f}" for x in row))

# ---- late times against an operator spread evenly over operator space ----
even_spread = np.mean(cluster.order.astype(float)**2)
assert abs(even_spread - N / 2) < 1e-12
late = [cluster.moment(t) for t in rng.uniform(1000, 11000, 120)]
print(f"Late M2, 120 times in 1000-11000 us: mean {np.mean(late):.4f}, "
      f"std {np.std(late):.4f}; even spread {even_spread:.4f}")

# ---- imperfect reversal: secular residue that keeps its sign ----
eps, t_imp = 0.05, 30.0
u_f = expm(-1j * (h + eps * h_z) * t_imp)
u_b = expm(-1j * (-h + eps * h_z) * t_imp)
_, spec_imp, s_imp = echo_spectrum(u_f, u_b, m, N)
raw = np.sum(orders**2 * spec_imp.real)
rho_f = u_f @ iz @ u_f.conj().T
rho_b = u_b.conj().T @ iz @ u_b
c_f, c_b = iz @ rho_f - rho_f @ iz, iz @ rho_b - rho_b @ iz
assert abs(raw - np.vdot(c_b, c_f).real / cluster.norm) < 1e-8
m2_f, m2_b = commutator_moment(u_f, m), commutator_moment(u_b, m)
assert raw <= np.sqrt(m2_f * m2_b) + 1e-10
print(f"Residue {eps:.2f} H_z, tau = {t_imp:.0f} us: echo S(0) = {s_imp:.5f}")
print(f"  second moment raw {raw:.5f}, divided by S(0) {raw/s_imp:.5f}, "
      f"true forward M2 {m2_f:.5f}")

# ---- open nearest-neighbour chain, coupling 1, dimensionless time ----
for n in (2, 5, 8):
    chain = Evolution(double_quantum(np.eye(n, k=1) + np.eye(n, k=-1)))
    modes = np.cos(np.pi * np.arange(1, n + 1) / (n + 1))
    for t in (0.7, 2.0, 5.0):
        exact = 4 / n * np.sum(np.sin(2 * modes * t)**2)
        assert abs(chain.moment(t) - exact) < 1e-9
        high = np.abs(np.arange(-n, n + 1)) > 2
        assert chain.intensities(t)[high].sum() < 1e-18
print("Chain of 8 spins: d*tau, M2, mean operator size <w> (no unit)")
for t in (0.5, 1.0, 2.0, 3.0):
    w1 = size_distribution(chain.rho(t), 8) @ np.arange(9)
    print(f"  {t:.1f}  {chain.moment(t):.5f}  {w1:.4f}")

print("OK")
```

It prints:

```
Proton positions x y z (angstrom):
  spin 1:  0.0  0.0  0.0
  spin 2:  2.0  0.5  0.0
  spin 3:  0.5  2.5  0.5
  spin 4:  2.5  2.5  1.0
  spin 5:  0.0  0.5  2.5
  spin 6:  2.5  0.0  2.0
  spin 7:  0.5  3.0  3.0
  spin 8:  3.0  2.0  3.0
Shortest, longest distance: 2.062, 4.690 angstrom
Coupling constant at 1 angstrom / 2pi: 120.120 kHz
Couplings d_jk/2pi (kHz), k = j+1..8:
  j=1:    6.855    3.044    0.942   -6.830   -0.312   -0.369   -0.132
  j=2:    3.206    2.140   -1.518  -10.486   -0.445   -1.687
  j=3:    5.645   -1.152    0.625   -6.830   -0.621
  j=4:    0.625    1.804   -1.152  -10.486
  j=5:    3.044    3.044    1.440
  j=6:    0.901    2.140
  j=7:    3.077
At tau = 20 us: M2 from echo 2.792685, from commutator 2.792685
  2Tr(WWVV)/Tr(VV) = 5.228399, 2Tr(WVWV)/Tr(VV) = 2.435714
Series M2 = a2 tau^2 - a4 tau^4: a2 = 1.836656e-02 us^-2, a4 = 4.469249e-05 us^-4
  a4 from propagation: 4.469249e-05 us^-4; 1/sqrt(a2) = 7.379 us
  onset exponent of four-quantum intensity: 8.000
tau(us)  M2      series    exponent  <w>    <w^2>   (no unit)
    2   0.07275     0.07275    1.981   1.018    1.055
    5   0.43205     0.43123    1.878   1.111    1.337
   10   1.43937     1.38973    1.512   1.405    2.263
   15   2.38864     1.86992    0.908   1.784    3.581
   20   2.79268     0.19582    0.121   2.151    5.095
   30   2.29074   -19.67102   -0.754   2.686    8.357
   40   2.36555   -85.02629    1.118   3.088   11.786
   60   2.83466  -513.09511   -0.704   3.917   18.410
  100   3.69837 -4285.58381    0.243   5.043   29.047
tau(us)  intensity in |n| = 0, 2, 4, 6, 8 (both signs summed)
    2    0.981811  0.018189  0.000000  0.000000  0.000000
    5    0.891988  0.108012  0.000000  0.000000  0.000000
   10    0.640204  0.359782  0.000015  0.000000  0.000000
   15    0.403715  0.596001  0.000281  0.000004  0.000000
   20    0.307767  0.690325  0.001865  0.000043  0.000000
   30    0.479514  0.504038  0.015878  0.000571  0.000000
   40    0.529506  0.432553  0.036527  0.001414  0.000000
   60    0.416221  0.544486  0.037891  0.001402  0.000000
  100    0.364438  0.548797  0.081017  0.005748  0.000000
Late M2, 120 times in 1000-11000 us: mean 4.4475, std 0.2574; even spread 4.0000
Residue 0.05 H_z, tau = 30 us: echo S(0) = 0.98449
  second moment raw 2.23972, divided by S(0) 2.27501, true forward M2 2.29997
Chain of 8 spins: d*tau, M2, mean operator size <w> (no unit)
  0.5  1.39221  1.3892
  1.0  2.73018  2.1287
  2.0  1.57743  3.0681
  3.0  2.11335  3.8704
OK
```
